**Optimal division of exposure time in a two-step deposition cycle**

For two first-order half-reactions with rate constants k1, k2 and exposure times t1, t2, periodic growth at fixed T = t1 + t2 is greatest when k/sinh²(kt/2) is equal for both. G is the growth per cycle relative to full saturation. The program computes periodic growth from matrix exponentials of the rate equations, maximizes it directly, and asserts agreement with the formulas for twelve random pairs of rates. It also asserts that the maximum is single, that the slower reactant gets more time but a smaller kt, and that the short and long limits, slopes and transient decay hold. Further assertions cover the gas flux, the exposure lost to precursor depletion, and the pressure at the bottom of a deep hole. For rough iron oxide inputs and T = 4 s, the output gives t1 = 2.817 s, t2 = 1.183 s and G = 0.766, which is 11.6 % above equal times and 4.4 % above equal kt. Among the neglected effects sized with assumed inputs, slowly reacting sites change the growth most, by −16 %.

## Program and output

```python
"""
Result under test: two first-order half-reactions share a fixed exposure time
T = t1 + t2 per cycle. Periodic growth per cycle is greatest when
    k1 / sinh(k1 t1 / 2)^2 = k2 / sinh(k2 t2 / 2)^2.
k1, t1: rate constant (1/s) and exposure time (s) of the precursor.
k2, t2: the same for the co-reactant. G: growth relative to full saturation,
    1/G = [coth(k1 t1 / 2) + coth(k2 t2 / 2)] / 2.
Example: iron oxide from ferrocene and ozone, with rough or assumed inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


# ---- Direct road: propagate the rate equations, no closed formula ----
def cycle_matrix(stages):
    """Propagator of (bare, covered, converted) over one cycle.
    Each stage is (adsorption, conversion, desorption, duration)."""
    total = np.eye(3)
    for add, convert, leave, duration in stages:
        rates = np.array([[-add, convert + leave, 0.0],
                          [add, -(convert + leave), 0.0],
                          [0.0, convert, 0.0]])
        total = expm(rates * duration) @ total
    return total


def periodic_growth(stages):
    p = cycle_matrix(stages)
    covered = p[1, 0] / (1 - p[1, 1] + p[1, 0])
    return (p @ np.array([1 - covered, covered, 0.0]))[2]


def direct_growth(k1, t1, k2, t2):
    return periodic_growth([(k1, 0, 0, t1), (0, k2, 0, t2)])


def direct_optimum(k1, k2, total):
    found = minimize_scalar(lambda t: -direct_growth(k1, t, k2, total - t),
                            bounds=(0, total), method="bounded",
                            options={"xatol": 1e-10 * total})
    return found.x, -found.fun


# ---- Derived formulas ----
def growth(k1, t1, k2, t2):
    return 2 / (1 / np.tanh(k1 * t1 / 2) + 1 / np.tanh(k2 * t2 / 2))


def balance(k, t):
    return k / np.sinh(k * t / 2)**2


def balanced_time(k1, k2, total):
    def mismatch(t):
        return np.log(balance(k1, t)) - np.log(balance(k2, total - t))
    return brentq(mismatch, 1e-9 * total, (1 - 1e-9) * total, xtol=1e-13)


# ---- Tests over varied rates ----
rng = np.random.default_rng(4)
worst_growth = worst_time = 0.0
for _ in range(12):
    ka, kb = 10**rng.uniform(-0.7, 0.7, 2)
    total = rng.uniform(0.2, 4.0) * (1 / ka + 1 / kb)
    times = np.linspace(0.001, 0.999, 61) * total
    curve = np.array([direct_growth(ka, t, kb, total - t) for t in times])
    formula = growth(ka, times, kb, total - times)
    worst_growth = max(worst_growth, np.max(np.abs(curve - formula)))
    turns = np.sum(np.diff(np.sign(np.diff(curve))) != 0)
    assert turns == 1, "growth must have a single maximum"
    ta, _ = direct_optimum(ka, kb, total)
    tb = total - ta
    worst_time = max(worst_time,
                     abs(ta - balanced_time(ka, kb, total)) / total)
    assert (ka < kb) == (ta > tb), "slower reactant gets more time"
    assert (ka < kb) == (ka * ta < kb * tb), "but a smaller k t"
assert worst_growth < 1e-11
assert worst_time < 1e-4  # a flat maximum limits direct location of its top

# Limits of short and long total exposure
short = 0.02
ta, g_short = direct_optimum(1.0, 3.0, short)
assert abs(ta / (short - ta) - np.sqrt(3.0)) < 1e-3
assert abs(g_short / (short / (1 + 1 / np.sqrt(3.0))**2) - 1) < 1e-3
ta, _ = direct_optimum(1.0, 3.0, 12.0)
assert abs(ta - 3.0 * (12.0 - ta) - np.log(1 / 3.0)) < 1e-3

# ---- Example inputs (rough or assumed) ----
temperature = 500.0            # K
g_sat = 0.05                   # nm per saturated cycle
film_density = 5.2             # g/cm3
oxide_molar_mass = 159.7       # g/mol, two Fe per formula unit
molar_mass = np.array([186.0, 48.0])       # g/mol: ferrocene, ozone
pressure_torr = np.array([0.010, 0.100])   # Torr
probability = np.array([1e-4, 2e-5])       # reaction per collision
total = 4.0                    # s
purge = 5.0                    # s, each purge

thermal = const.k * temperature
mass = molar_mass * 1e-3 / const.N_A
pressure = pressure_torr * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass * thermal) * 1e-4  # 1/(cm2 s)
sites = (2 * film_density * const.N_A / oxide_molar_mass) * g_sat * 1e-7
k1, k2 = probability * flux / sites

# Gas flux from the Maxwell velocity distribution
for i in range(2):
    speed = np.sqrt(thermal / mass[i])
    mean = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                0, 12)[0]
    counted = pressure[i] / thermal * speed * mean * 1e-4
    assert abs(counted / flux[i] - 1) < 1e-8

# ---- Optimum and comparisons ----
t1 = balanced_time(k1, k2, total)
t2 = total - t1
g_opt = growth(k1, t1, k2, t2)
t1_direct, g_direct = direct_optimum(k1, k2, total)
assert abs(t1_direct - t1) < 1e-5 and abs(g_direct - g_opt) < 1e-11
half = total / 2
g_half = growth(k1, half, k2, half)
t1_dose = total * k2 / (k1 + k2)
g_dose = growth(k1, t1_dose, k2, total - t1_dose)
assert g_opt > g_half and g_opt > g_dose
total_match = brentq(lambda s: growth(k1, s / 2, k2, s / 2) - g_opt,
                     total, 10 * total)

# Slopes at equal times, and gain from a longer total exposure
slope1 = g_half**2 * balance(k1, half) / 4
slope2 = g_half**2 * balance(k2, half) / 4
step = 1e-4
fd1 = (direct_growth(k1, half + step, k2, half)
       - direct_growth(k1, half - step, k2, half)) / (2 * step)
fd2 = (direct_growth(k1, half, k2, half + step)
       - direct_growth(k1, half, k2, half - step)) / (2 * step)
assert abs(fd1 - slope1) < 1e-7 and abs(fd2 - slope2) < 1e-7
gain = g_opt**2 * balance(k1, t1) / 4
fd_gain = (direct_optimum(k1, k2, total + 1e-3)[1]
           - direct_optimum(k1, k2, total - 1e-3)[1]) / 2e-3
assert abs(fd_gain - gain) < 1e-6

# Decay of the start-up transient
one_cycle = cycle_matrix([(k1, 0, 0, t1), (0, k2, 0, t2)])
state = np.array([1.0, 0.0, 0.0])
history = [0.0]
for _ in range(2):
    state = one_cycle @ state
    history.append(state[1])
memory = np.exp(-k1 * t1 - k2 * t2)
decay = (history[2] - history[1]) / (history[1] - history[0])
assert abs(decay - memory) < 1e-10
first_uptake = 1 - np.exp(-k1 * t1)

# ---- Neglected effect: a minority of slowly reacting sites ----
slow_fraction, slow_factor = 0.2, 0.1


def mixed_growth(t):
    fast = direct_growth(k1, t, k2, total - t)
    slow = direct_growth(slow_factor * k1, t, k2, total - t)
    return (1 - slow_fraction) * fast + slow_fraction * slow


g_mixed = mixed_growth(t1)
mixed_best = minimize_scalar(lambda t: -mixed_growth(t), bounds=(0, total),
                             method="bounded", options={"xatol": 1e-8})
assert -mixed_best.fun >= g_mixed

# ---- Neglected effect: precursor desorption ----
barrier, attempt = 1.6, 1e13   # eV, 1/s
desorption = attempt * np.exp(-barrier * const.e / thermal)
g_desorb = periodic_growth([(k1, 0, desorption, t1),
                            (0, 0, desorption, purge),
                            (0, k2, desorption, t2),
                            (0, 0, desorption, purge)])

# ---- Neglected effect: chamber filling, washout and depletion ----
residence, height = 0.2, 1.0   # s, cm
gas_column = pressure[0] / thermal * 1e-6 * height  # molecules per cm2
loss_scale = residence * sites / gas_column         # s


def chamber(_, y, feed):
    gas, covered = y
    uptake = k1 * (1 - covered) * gas
    return [(feed - gas) / residence - uptake * sites / gas_column, uptake]


covered = 0.0
for _ in range(8):
    y = [0.0, covered]
    for feed, duration in ((1.0, t1), (0.0, purge)):
        run = solve_ivp(chamber, (0, duration), y, args=(feed,),
                        method="LSODA", rtol=1e-10, atol=1e-13)
        assert run.success
        y = run.y[:, -1]
    covered = y[1] * np.exp(-k2 * t2)
    g_chamber = y[1] - covered
g_shortened = brentq(
    lambda g: growth(k1, t1 - loss_scale * g, k2, t2) - g, 1e-3, g_opt)
assert abs(g_chamber - g_shortened) < 1e-6
lost_time = loss_scale * g_shortened
leftover = np.exp(-purge / residence)

# ---- Neglected effect: deep hole in molecular flow ----
aspect = 20.0
wall_loss = np.array([probability[0], 3e-4])  # ozone also decomposes
bottom = 1 / np.cosh(np.sqrt(3 * wall_loss) * aspect)
for i in range(2):
    # Units: hole diameter = 1 and mean molecular speed = 1
    n = 400
    dz = aspect / n
    diffusivity, sink = 1 / 3, wall_loss[i]
    matrix = (np.diag(np.full(n, 2 * diffusivity / dz**2 + sink))
              - np.diag(np.full(n - 1, diffusivity / dz**2), 1)
              - np.diag(np.full(n - 1, diffusivity / dz**2), -1))
    matrix[-1, -2] *= 2        # no flux through the floor
    source = np.zeros(n)
    source[0] = diffusivity / dz**2
    assert abs(np.linalg.solve(matrix, source)[-1] - bottom[i]) < 1e-5
g_bottom = direct_growth(k1 * bottom[0], t1, k2 * bottom[1], t2)

# ---- Neglected effect: cooler wafer, activated probabilities ----
activation, cooling = 0.3, 10.0  # eV, K
slowdown = np.exp(-activation * const.e / const.k
                  * (1 / (temperature - cooling) - 1 / temperature))
g_cool = direct_growth(k1 * slowdown, t1, k2 * slowdown, t2)


def change(g):
    return 100 * (g / g_opt - 1)


print(f"Temperature: {temperature:.0f} K")
print(f"Saturated growth per cycle: {g_sat:.3f} nm")
print(f"Film density: {film_density:.1f} g/cm3")
print(f"Site density: {sites:.3e} 1/cm2")
for i, name in enumerate(("Ferrocene", "Ozone")):
    print(f"{name}: {pressure_torr[i]:.3f} Torr, {molar_mass[i]:.0f} g/mol")
    print(f"{name} reaction probability: {probability[i]:.1e}")
    print(f"{name} flux: {flux[i]:.3e} 1/(cm2 s)")
print(f"Rate constants k1, k2: {k1:.4f}, {k2:.4f} 1/s")
print(f"Total exposure; each purge: {total:.1f}; {purge:.1f} s")
print(f"Optimal t1, t2: {t1:.4f}, {t2:.4f} s")
print(f"Optimal k1*t1, k2*t2: {k1*t1:.4f}, {k2*t2:.4f}")
print(f"k/sinh^2, ferrocene: {balance(k1, t1):.5f} 1/s")
print(f"k/sinh^2, ozone: {balance(k2, t2):.5f} 1/s")
print(f"Optimal relative growth G: {g_opt:.4f}")
print(f"Optimal growth per cycle: {g_sat*g_opt:.5f} nm")
print(f"Equal times: G {g_half:.4f}, growth {g_sat*g_half:.5f} nm")
print(f"Equal k*t: t1 {t1_dose:.4f} s, G {g_dose:.4f}")
print(f"Equal k*t: growth {g_sat*g_dose:.5f} nm")
print(f"Optimum over equal times: {100*(g_opt/g_half-1):.2f} %")
print(f"Optimum over equal k*t: {100*(g_opt/g_dose-1):.2f} %")
print(f"Equal-time total matching optimum: {total_match:.3f} s")
print(f"Equal-time slopes dG/dt1, dG/dt2: {slope1:.4f}, {slope2:.4f} 1/s")
print(f"Optimal dG/dT: {gain:.4f} 1/s")
print(f"Transient factor per cycle: {memory:.5f}")
print(f"First-cycle uptake, bare surface: {first_uptake:.4f}")
print(f"Slow sites: fraction {slow_fraction}, rate factor {slow_factor}")
print(f"Slow sites, growth change: {change(g_mixed):.2f} %")
print(f"Slow sites, new optimal t1: {mixed_best.x:.3f} s")
print(f"Slow sites, change at new t1: {change(-mixed_best.fun):.2f} %")
print(f"Desorption: {barrier:.1f} eV, prefactor {attempt:.0e} 1/s")
print(f"Desorption rate: {desorption:.2e} 1/s")
print(f"Desorption, growth change: {change(g_desorb):.2f} %")
print(f"Chamber: residence {residence:.1f} s, height {height:.1f} cm")
print(f"Ferrocene in gas column: {gas_column:.3e} 1/cm2")
print(f"Depletion, lost exposure: {lost_time:.4f} s")
print(f"Depletion, growth change: {change(g_chamber):.2f} %")
print(f"Gas fraction left after purge: {leftover:.1e}")
print(f"Hole depth/diameter: {aspect:.0f}")
print(f"Wall loss, ferrocene, ozone: {wall_loss[0]:.1e}, {wall_loss[1]:.1e}")
print(f"Bottom pressure fractions: {bottom[0]:.4f}, {bottom[1]:.4f}")
print(f"Hole bottom, growth change: {change(g_bottom):.2f} %")
print(f"Cooler by {cooling:.0f} K, activation {activation:.1f} eV")
print(f"Cooler wafer, rate factor: {slowdown:.4f}")
print(f"Cooler wafer, growth change: {change(g_cool):.2f} %")
print("verified")
```

Running it gives:

```
Temperature: 500 K
Saturated growth per cycle: 0.050 nm
Film density: 5.2 g/cm3
Site density: 1.961e+14 1/cm2
Ferrocene: 0.010 Torr, 186 g/mol
Ferrocene reaction probability: 1.0e-04
Ferrocene flux: 1.152e+18 1/(cm2 s)
Ozone: 0.100 Torr, 48 g/mol
Ozone reaction probability: 2.0e-05
Ozone flux: 2.267e+19 1/(cm2 s)
Rate constants k1, k2: 0.5874, 2.3127 1/s
Total exposure; each purge: 4.0; 5.0 s
Optimal t1, t2: 2.8173, 1.1827 s
Optimal k1*t1, k2*t2: 1.6549, 2.7353
k/sinh^2, ferrocene: 0.68627 1/s
k/sinh^2, ozone: 0.68627 1/s
Optimal relative growth G: 0.7659
Optimal growth per cycle: 0.03830 nm
Equal times: G 0.6864, growth 0.03432 nm
Equal k*t: t1 3.1898 s, G 0.7338
Equal k*t: growth 0.03669 nm
Optimum over equal times: 11.58 %
Optimum over equal k*t: 4.38 %
Equal-time total matching optimum: 4.971 s
Equal-time slopes dG/dt1, dG/dt2: 0.1790, 0.0109 1/s
Optimal dG/dT: 0.1006 1/s
Transient factor per cycle: 0.01240
First-cycle uptake, bare surface: 0.8089
Slow sites: fraction 0.2, rate factor 0.1
Slow sites, growth change: -16.06 %
Slow sites, new optimal t1: 2.848 s
Slow sites, change at new t1: -16.04 %
Desorption: 1.6 eV, prefactor 1e+13 1/s
Desorption rate: 7.46e-04 1/s
Desorption, growth change: -0.49 %
Chamber: residence 0.2 s, height 1.0 cm
Ferrocene in gas column: 1.931e+14 1/cm2
Depletion, lost exposure: 0.1523 s
Depletion, growth change: -2.10 %
Gas fraction left after purge: 1.4e-11
Hole depth/diameter: 20
Wall loss, ferrocene, ozone: 1.0e-04, 3.0e-04
Bottom pressure fractions: 0.9429, 0.8436
Hole bottom, growth change: -5.14 %
Cooler by 10 K, activation 0.3 eV
Cooler wafer, rate factor: 0.8675
Cooler wafer, growth change: -7.73 %
verified
```
